# Sigma Times Gamma5 as a Dual Tensor, and Its Chiral Projections: a program that tests the result

```python
"""Result under test, in four spacetime dimensions:
    sigma^{mu nu} gamma5 = (i/2) epsilon^{mu nu rho sigma} sigma_{rho sigma}.
Metric diag(1,-1,-1,-1), gamma5 = i g0 g1 g2 g3, epsilon^{0123} = +1,
sigma^{mu nu} = (i/2)[gamma^mu, gamma^nu], P_R/P_L = (1 +/- gamma5)/2.
The dual of X is (1/2) epsilon^{mu nu rho sigma} X_{rho sigma}.
T = ubar sigma u and D = ubar sigma i gamma5 u are spinor bilinears.
Natural units (hbar = c = 1), mass m = 1, spinors with ubar u = 2m.
"""
import itertools
import numpy as np

rng = np.random.default_rng(7)
metric = np.diag([1.0, -1.0, -1.0, -1.0])
identity2, identity4 = np.eye(2), np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
pairs = list(itertools.combinations(range(4), 2))

# The determinant of a permutation matrix is the sign of the permutation.
epsilon = np.zeros((4, 4, 4, 4))
for perm in itertools.permutations(range(4)):
    epsilon[perm] = round(np.linalg.det(identity4[list(perm)]))


def lower(tensor):
    return np.einsum('ma,nb,ab...->mn...', metric, metric, tensor)


def dual(tensor):
    return 0.5 * np.einsum('mnrs,rs...->mn...', epsilon, lower(tensor))


def build_algebra(gamma):
    gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
    sigma = np.array([[0.5j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m])
                       for n in range(4)] for m in range(4)])
    return gamma5, sigma


def span_rank(matrices):
    return np.linalg.matrix_rank(np.array([a.ravel() for a in matrices]),
                                 tol=1e-10)


def six(tensor):
    return [tensor[m, n] for m, n in pairs]


dirac = np.array([np.kron(pauli[2], identity2)]
                 + [np.kron(1j * pauli[1], s) for s in pauli])
weyl = np.array([np.kron(pauli[0], identity2)]
                + [np.kron(1j * pauli[1], s) for s in pauli])
change = identity4 + 0.15 * (rng.normal(size=(4, 4))
                             + 1j * rng.normal(size=(4, 4)))
general = np.array([change @ g @ np.linalg.inv(change) for g in dirac])

# Main identity in three representations, one of them not unitary.
residuals = []
for gamma in (dirac, weyl, general):
    for m in range(4):
        for n in range(4):
            anticomm = gamma[m] @ gamma[n] + gamma[n] @ gamma[m]
            assert np.allclose(anticomm, 2 * metric[m, n] * identity4,
                               atol=1e-10)
    gamma5_rep, sigma_rep = build_algebra(gamma)
    residuals.append(np.max(np.abs(sigma_rep @ gamma5_rep
                                   - 1j * dual(sigma_rep))))
    assert residuals[-1] < 1e-9

gamma = dirac
gamma5, sigma = build_algebra(gamma)
right, left = (identity4 + gamma5) / 2, (identity4 - gamma5) / 2
wrong_sign = np.max(np.abs(sigma @ gamma5 + 1j * dual(sigma)))
assert wrong_sign > 1

# Intermediate products, without summation over repeated indices.
for perm in itertools.permutations(range(4)):
    m, n, r, s = perm
    product = gamma[m] @ gamma[n] @ gamma[r] @ gamma[s]
    assert np.allclose(product, -1j * epsilon[perm] * gamma5)
    square = gamma[m] @ gamma[n] @ gamma[m] @ gamma[n]
    assert np.allclose(square, -metric[m, m] * metric[n, n] * identity4)
    assert np.allclose(sigma[m, n] @ gamma5, epsilon[perm] * metric[m, m]
                       * metric[n, n] * gamma[r] @ gamma[s])

# Traces evaluated from explicit matrices.
trace_plain = np.einsum('mnab,rsba->mnrs', sigma, sigma)
trace_five = np.einsum('ab,mnbc,rsca->mnrs', gamma5, sigma, sigma)
metric_part = (np.einsum('mr,ns->mnrs', metric, metric)
               - np.einsum('ms,nr->mnrs', metric, metric))
assert np.allclose(trace_plain, 4 * metric_part)
assert np.allclose(trace_five, 4j * epsilon)

# The dual as a linear map on six-component antisymmetric tensors.
dual_matrix = np.zeros((6, 6))
for column, (m, n) in enumerate(pairs):
    unit = np.zeros((4, 4))
    unit[m, n], unit[n, m] = 1, -1
    dual_matrix[:, column] = six(dual(unit))
eigenvalues = np.linalg.eigvals(dual_matrix)
count_plus = int(np.sum(np.abs(eigenvalues - 1j) < 1e-9))
count_minus = int(np.sum(np.abs(eigenvalues + 1j) < 1e-9))
assert (count_plus, count_minus) == (3, 3)
assert np.allclose(dual_matrix @ dual_matrix, -np.eye(6))
x_tensor, y_tensor = rng.normal(size=(2, 4, 4))
x_tensor, y_tensor = x_tensor - x_tensor.T, y_tensor - y_tensor.T
assert np.isclose(np.sum(dual(x_tensor) * lower(y_tensor)),
                  np.sum(x_tensor * lower(dual(y_tensor))))

# Chiral projections, their duality and their contractions.
sigma_right, sigma_left = sigma @ right, sigma @ left
assert np.allclose(dual(sigma_right), -1j * sigma_right)
assert np.allclose(dual(sigma_left), 1j * sigma_left)
mixed = np.einsum('mnab,mncd->abcd', sigma_right, lower(sigma_left))
equal = np.einsum('mnab,mncd->abcd', sigma_right, lower(sigma_right))
norm_mixed, norm_equal = np.linalg.norm(mixed), np.linalg.norm(equal)
assert norm_mixed < 1e-12 and norm_equal > 1

# Dimension counts by numerical rank.
others = [identity4, gamma5] + list(gamma) + [g @ gamma5 for g in gamma]
tensor_set, pseudo_set = six(sigma), six(sigma @ gamma5)
rank_others = span_rank(others)
rank_standard = span_rank(others + tensor_set)
rank_extended = span_rank(others + tensor_set + pseudo_set)
rank_replaced = span_rank(others + pseudo_set)
rank_tensors = span_rank(tensor_set + pseudo_set)
rank_right, rank_left = span_rank(six(sigma_right)), span_rank(six(sigma_left))
assert rank_others == 10 and rank_tensors == 6
assert rank_standard == rank_extended == rank_replaced == 16
assert rank_right == rank_left == 3

# A reflection of space has the same matrix as the metric here.
reflected = np.einsum('ma,nb,abij->mnij', metric, metric, sigma)
assert np.allclose(gamma[0] @ sigma @ gamma[0], reflected)
assert np.allclose(gamma[0] @ sigma @ gamma5 @ gamma[0], -reflected @ gamma5)

# Worked example: positive-energy spinor, momentum along z.
mass, momentum = 1.0, 0.75
energy = np.hypot(mass, momentum)
spin = np.array([0.6, 0.0, 0.8])
half_angle = np.arctan2(spin[0], spin[2]) / 2
xi = np.array([np.cos(half_angle), np.sin(half_angle)])
assert np.allclose([np.vdot(xi, s @ xi) for s in pauli], spin)


def make_spinor(p):
    e = np.hypot(mass, p)
    slash = e * gamma[0] - p * gamma[3]
    seed = np.concatenate([xi, np.zeros(2)])
    spinor = (slash + mass * identity4) @ seed / np.sqrt(e + mass)
    assert np.allclose(slash @ spinor, mass * spinor)
    return spinor


def bilinear(spinor, matrices):
    return np.einsum('a,mnab,b->mn', spinor.conj() @ gamma[0],
                     matrices, spinor)


u = make_spinor(momentum)
normalization = (u.conj() @ gamma[0] @ u).real
assert np.isclose(normalization, 2 * mass)
tensor = bilinear(u, sigma)
pseudo = bilinear(u, 1j * sigma @ gamma5)
assert np.allclose(tensor.imag, 0) and np.allclose(pseudo.imag, 0)
assert np.allclose(pseudo, -dual(tensor))

rest_tensor = np.zeros((4, 4))
for i, j, k in ((1, 2, 2), (2, 3, 0), (3, 1, 1)):
    rest_tensor[i, j] = 2 * mass * spin[k]
    rest_tensor[j, i] = -rest_tensor[i, j]
boost = np.eye(4)
boost[0, 0] = boost[3, 3] = energy / mass
boost[0, 3] = boost[3, 0] = momentum / mass
assert np.allclose(tensor, boost @ rest_tensor @ boost.T)

tensor_right = bilinear(u, sigma_right)
tensor_left = bilinear(u, sigma_left)
assert np.allclose(tensor_right.conj(), tensor_left)
assert np.allclose(tensor_right + tensor_left, tensor)

# Dipole contractions at rest, with F_{0i}=E_i and F_{ij}=-eps_{ijk}B_k.
electric, magnetic = np.array([0.5, -0.1, 0.2]), np.array([0.3, 0.4, 0.1])
field_low = np.zeros((4, 4))
field_low[0, 1:] = electric
field_low[1, 2], field_low[2, 3] = -magnetic[2], -magnetic[0]
field_low[3, 1] = -magnetic[1]
field_low[1, 3] = magnetic[1]
field_low[1:, 0] = -electric
field_low[2, 1], field_low[3, 2] = magnetic[2], magnetic[0]
assert np.allclose(field_low, -field_low.T)
u_rest = make_spinor(0.0)
tensor_rest = bilinear(u_rest, sigma)
pseudo_rest = bilinear(u_rest, 1j * sigma @ gamma5)
magnetic_term = 0.5 * np.sum(tensor_rest * field_low).real
electric_term = 0.5 * np.sum(pseudo_rest * field_low).real
dual_field_low = lower(dual(lower(field_low)))
via_dual_field = -0.5 * np.sum(tensor_rest * dual_field_low).real
assert np.isclose(magnetic_term, -2 * mass * spin @ magnetic)
assert np.isclose(electric_term, -2 * mass * spin @ electric)
assert np.isclose(electric_term, via_dual_field)


def real_text(value):
    return f'{value.real + 0.0:.4f}'


def complex_text(value):
    re, im = np.round(value.real, 4) + 0.0, np.round(value.imag, 4) + 0.0
    return f'{re:.4f} {im:+.4f}i'


print('All numbers in natural units; pure numbers marked (1)')
for name, value in zip(('Dirac', 'Weyl', 'general'), residuals):
    print(f'largest identity residual, {name} (1): {value:.1e}')
print(f'largest residual with opposite sign (1): {wrong_sign:.4f}')
print('dual eigenvalue +i, multiplicity (1):', count_plus)
print('dual eigenvalue -i, multiplicity (1):', count_minus)
print('rank without any tensor matrices (1):', rank_others)
print('rank with sigma (1):', rank_standard)
print('rank with sigma and sigma gamma5 (1):', rank_extended)
print('rank with sigma gamma5 replacing sigma (1):', rank_replaced)
print('rank of sigma and sigma gamma5 alone (1):', rank_tensors)
print('rank of sigma P_R, sigma P_L (1):', rank_right, rank_left)
print(f'norm of R-L contraction (1): {norm_mixed:.1e}')
print(f'norm of R-R contraction (1): {norm_equal:.4f}')
print(f'mass, momentum, energy (m): {mass:.4f} {momentum:.4f} {energy:.4f}')
print('rest-frame spin direction (1):', spin)
print(f'ubar u (m): {normalization:.4f}')
for m, n in pairs:
    print(f'T^{m}{n}, D^{m}{n} (m):', real_text(tensor[m, n]),
          real_text(pseudo[m, n]))
for m, n in pairs:
    print(f'T_R^{m}{n}; T_L^{m}{n} (m):', complex_text(tensor_right[m, n]),
          ';', complex_text(tensor_left[m, n]))
print('electric field E (m^2):', electric)
print('magnetic field B (m^2):', magnetic)
print(f'(1/2) T F at rest (m^3): {magnetic_term:.4f}')
print(f'(1/2) D F at rest (m^3): {electric_term:.4f}')
print(f'-(1/2) T dual(F) at rest (m^3): {via_dual_field:.4f}')
print('finished without a failed check')
```

It prints:

```
All numbers in natural units; pure numbers marked (1)
largest identity residual, Dirac (1): 0.0e+00
largest identity residual, Weyl (1): 0.0e+00
largest identity residual, general (1): 9.2e-16
largest residual with opposite sign (1): 2.0000
dual eigenvalue +i, multiplicity (1): 3
dual eigenvalue -i, multiplicity (1): 3
rank without any tensor matrices (1): 10
rank with sigma (1): 16
rank with sigma and sigma gamma5 (1): 16
rank with sigma gamma5 replacing sigma (1): 16
rank of sigma and sigma gamma5 alone (1): 6
rank of sigma P_R, sigma P_L (1): 3 3
norm of R-L contraction (1): 0.0e+00
norm of R-R contraction (1): 13.8564
mass, momentum, energy (m): 1.0000 0.7500 1.2500
rest-frame spin direction (1): [0.6 0.  0.8]
ubar u (m): 2.0000
T^01, D^01 (m): 0.0000 -1.5000
T^02, D^02 (m): -0.9000 0.0000
T^03, D^03 (m): 0.0000 -1.6000
T^12, D^12 (m): 1.6000 0.0000
T^13, D^13 (m): 0.0000 0.9000
T^23, D^23 (m): 1.5000 0.0000
T_R^01; T_L^01 (m): 0.0000 +0.7500i ; 0.0000 -0.7500i
T_R^02; T_L^02 (m): -0.4500 +0.0000i ; -0.4500 +0.0000i
T_R^03; T_L^03 (m): 0.0000 +0.8000i ; 0.0000 -0.8000i
T_R^12; T_L^12 (m): 0.8000 +0.0000i ; 0.8000 +0.0000i
T_R^13; T_L^13 (m): 0.0000 -0.4500i ; 0.0000 +0.4500i
T_R^23; T_L^23 (m): 0.7500 +0.0000i ; 0.7500 +0.0000i
electric field E (m^2): [ 0.5 -0.1  0.2]
magnetic field B (m^2): [0.3 0.4 0.1]
(1/2) T F at rest (m^3): -0.5200
(1/2) D F at rest (m^3): -0.9200
-(1/2) T dual(F) at rest (m^3): -0.9200
finished without a failed check
```
